# The pseudorotation trough of the cyclopentadienyl radical in the Hückel model

## 1. Result

Five p orbitals form a ring, and bond \(j\) joins atoms \(j\) and \(j+1\), with \(j=0,\dots,4\) counted modulo 5. Let \(u_j\) be the change of its length from the regular \(D_{5h}\) ring. The coupling across the bond is \(-t_j\), with
\[
t_j=t_0-\alpha u_j ,
\]
and each sigma bond is a harmonic spring of constant \(K\). Angles cost no energy, and electron repulsion is left out.

The neutral radical has five pi electrons. To first order in the change of coupling, its energy falls from the regular ring into a circular trough of depth
\[
E_{\rm JT}=\frac{\alpha^2}{5K},
\]
the same for every phase \(\phi\) of the distortion. Motion along the trough is called pseudorotation.

The flatness belongs to lowest order. With the dimensionless stiffness \(\kappa=Kt_0/\alpha^2\), relaxation of all five bonds leaves, for large \(\kappa\), the ripple
\[
-B\cos5\phi,\qquad B=\frac{3+\sqrt5}{6250}\,\frac{t_0}{\kappa^4}.
\]

## 2. The regular ring and its balance of forces

Put \(\theta=2\pi/5\). The orbitals of the regular ring are
\[
|k\rangle=\frac1{\sqrt5}\sum_j e^{ik\theta j}|j\rangle,\qquad
\varepsilon_k=-2t_0\cos k\theta,\qquad k=0,\pm1,\pm2 .
\]
Since \(2\cos\theta=(\sqrt5-1)/2\) and \(2\cos2\theta=-(\sqrt5+1)/2\), the levels are \(-2t_0\) (\(a_2''\)), \(-0.618t_0\) (\(e_1''\), twofold) and \(+1.618t_0\) (\(e_2''\), twofold). Five electrons give \((a_2'')^2(e_1'')^3\): three electrons share a degenerate pair.

Let \(p_j\) be the bond order, the sum over electrons of the product of orbital amplitudes on the two atoms of bond \(j\). The pi energy is \(-2\sum_jt_jp_j\), and its derivative at fixed orbitals is \(\partial E_\pi/\partial u_j=2\alpha p_j\). An electron in \(|k\rangle\) contributes \(\cos(k\theta)/5\), so in the regular ring
\[
\bar p=\frac{2+3\cos\theta}{5}=0.585 .
\]
The pi electrons therefore pull all bonds inward equally. Let \(r_0\) be the bond length in the regular ring and \(r_\sigma\) the natural length of the sigma spring. Balance requires
\[
K(r_0-r_\sigma)+2\alpha\bar p=0,\qquad r_\sigma-r_0=\frac{2\alpha\bar p}{K}.
\]
Expanding \(\tfrac K2(r_0+u_j-r_\sigma)^2\) and dropping the constant gives the energy relative to the regular ring,
\[
E(u)=E_\pi(u)-E_\pi(0)+\frac K2\sum_ju_j^2-2\alpha\bar p\sum_ju_j .
\]
The last term cancels the uniform pi force. What remains to first order comes from the degenerate pair.

## 3. Which distortion splits the pair

Write \(s_j=\alpha u_j/t_0\). The change of the Hamiltonian is
\[
V=t_0\sum_js_j\big(|j\rangle\langle j+1|+|j+1\rangle\langle j|\big).
\]
Between ring orbitals,
\[
V_{k'k}=\frac{t_0}{5}\sum_js_j\left[e^{-ik'\theta j+ik\theta(j+1)}+e^{-ik'\theta(j+1)+ik\theta j}\right].
\]
Both terms contain \(e^{i(k-k')\theta(j+1/2)}\); the remaining factors are \(e^{\pm i(k+k')\theta/2}\). Hence
\[
V_{k'k}=2t_0\cos\!\Big(\frac{(k+k')\theta}{2}\Big)S_{k-k'},\qquad
S_m=\frac15\sum_js_je^{im\theta(j+1/2)} .
\]
Because the \(s_j\) are real, \(S_{-m}=S_m^*\). Because \(e^{5i\theta(j+1/2)}=-1\), also \(S_{m+5}=-S_m\).

Inside the pair \(k=\pm1\), both diagonal elements are \(2t_0\cos\theta\,S_0\), a common shift. The off-diagonal element is \(V_{-1,1}=2t_0S_2\). The component \(S_1\), which describes the \(e_1'\) pattern, is absent, so the \(e_2'\) pattern alone splits the pair at first order.

## 4. The trough

Take the normalized \(e_2'\) pattern of amplitude \(\rho\),
\[
u_j=\rho\sqrt{\tfrac25}\,\cos\big[2\theta(j+\tfrac12)-\phi\big],\qquad \sum_ju_j^2=\rho^2 .
\]
To find \(S_2\), split the cosine into exponentials. One part sums to \(\tfrac52e^{i\phi}\); the other contains \(\sum_je^{4i\theta(j+1/2)}=0\). Thus
\[
S_2=\frac{\alpha}{t_0}\,\frac15\,\rho\sqrt{\tfrac25}\,\frac52\,e^{i\phi}
=\frac{\alpha\rho}{\sqrt{10}\,t_0}e^{i\phi},\qquad
V_{-1,1}=\sqrt{\tfrac25}\,\alpha\rho\,e^{i\phi}.
\]
A two-by-two matrix with equal diagonal elements and this off-diagonal element has levels shifted by \(\pm\sqrt{2/5}\,\alpha\rho\). Two electrons go down and one goes up, so the net gain is one shift:
\[
E(\rho,\phi)=-\sqrt{\tfrac25}\,\alpha\rho+\frac K2\rho^2 .
\]
The phase has dropped out. Setting the derivative with respect to \(\rho\) to zero gives
\[
\rho_0=\sqrt{\tfrac25}\,\frac{\alpha}{K},\qquad
E(\rho_0)=-\frac12\cdot\frac25\,\frac{\alpha^2}{K}=-\frac{\alpha^2}{5K}.
\]
The largest bond change is \(\sqrt{2/5}\,\rho_0=2\alpha/(5K)\). The term linear in \(\rho\) makes the regular ring the tip of a cone, with a downhill slope in every direction of the \(e_2'\) plane.

**What moves along the trough.** At \(\phi=0\) bond 2 is longest. Advancing \(\phi\) by \(2\pi/5\) makes bond 0 longest, then bonds 3, 1 and 4. Each bond length merely oscillates; the pattern travels.

The singly occupied orbital is the upper member of the pair, with amplitude \(\sqrt{2/5}\cos(\theta j-\phi/2)\) on atom \(j\). Over one circuit, \(\phi\to\phi+2\pi\), it changes sign. Following it through 40 relaxed structures gave an overlap product of \(-0.88\). The negative sign is the sign change; the magnitude is below one because the steps are finite.

**The anion for comparison.** With six electrons the pair is full and the two shifts cancel, so there is no linear force. Second-order mixing still softens the ring. By the method of Section 5, with four electrons in the pair instead of three, the \(e_2'\) stiffness becomes
\[
K-\Big(\frac65-\frac{2}{5\sqrt5}\Big)\frac{\alpha^2}{t_0},
\]
which is positive for \(\kappa>1.02\). Under that condition the anion resists small \(e_2'\) distortions, whereas the radical distorts for any finite positive \(K\) in the linear model.

## 5. Second order deepens the trough evenly

The \(e_2'\) distortion also mixes different levels. Let \(R=|S_2|\), so that \(R^2=\alpha^2\rho^2/(10t_0^2)\).

- The two electrons in \(k=0\) mix with both \(k=\pm2\). Each squared element is \(4t_0^2R^2\cos^2\theta\), and the gap is \((5+\sqrt5)t_0/2\).
- Each orbital \(k=\pm1\) mixes with one \(e_2''\) orbital. The squared element is \(4t_0^2R^2\cos^2(\theta/2)\), and the gap is \(\sqrt5\,t_0\). Three electrons take part.

No second-order path made of two \(e_2'\) factors links \(k=1\) to \(k=-1\), so the energy does not depend on \(\phi\):
\[
E_2=-4t_0R^2\left[\frac{4\cos^2\theta}{(5+\sqrt5)/2}+\frac{3\cos^2(\theta/2)}{\sqrt5}\right].
\]
With \(4\cos^2\theta=(3-\sqrt5)/2\) and \(\cos^2(\theta/2)=(3+\sqrt5)/8\), the two terms in the bracket are \(1-2/\sqrt5\) and \(3/8+9/(8\sqrt5)\). Their sum is \(11/8-7/(8\sqrt5)\). Inserting \(R^2\) gives
\[
E_2=-\frac c2\,\frac{\alpha^2}{t_0}\rho^2,\qquad c=\frac{11}{10}-\frac{7}{10\sqrt5}=0.787 .
\]
The stiffness \(K\) is replaced by \(K-c\alpha^2/t_0\), and the trough becomes deeper and wider at all phases alike. This expansion needs \(\kappa\) well above \(c\).

## 6. Where the ripple begins

Rotating the ring by one bond shifts \(\phi\) by \(4\pi/5\). Together with the period \(2\pi\), this gives the relaxed energy the period \(2\pi/5\). Reflection makes it even in \(\phi\). Its first possible ripple is therefore \(\cos5\phi\); the remaining question is the order at which it appears.

In this section energies are in units of \(t_0\). Write
\[
S_2=Q=Re^{i\phi},\qquad S_1=q .
\]
The elastic energy of these two components is \(\tfrac\kappa2\sum_js_j^2=5\kappa(R^2+|q|^2)\). Let \(W\) be the effective element from \(k=1\) to \(k=-1\) after mixing with the other levels. Three electrons in the pair contribute \(-|W|\) beyond the mean level. To lowest order \(W=2Q\), and minimizing \(-2R+5\kappa R^2\) gives \(R=1/(5\kappa)\). It will turn out that \(q\sim\kappa^{-2}\).

**Allowed terms.** Under rotation \(W\) must change like \(S_2\). A product of components is allowed if its indices, with starred factors counted negative, add to 2 modulo 5. Up to order \(\kappa^{-4}\), the terms built from \(Q\) and \(q\) are \(Q\), \(|Q|^2Q\), \(Q^*q^*\), \(q^2\), \(Q^{*2}q\) and \(Q^{*4}\). A uniform bond change adds only a multiple of \(Q\) at this order.

**Coefficients.** Let \(a=2\cos(\theta/2)=(\sqrt5+1)/2\) and \(b=2\cos\theta=1/a\). Section 3 gives
\[
V_{0,1}=V_{-1,0}=aq,\quad V_{2,1}=V_{-1,-2}=-bq^*,\quad V_{-2,1}=V_{-1,2}=-aQ^*,
\]
\[
V_{0,-2}=V_{2,0}=bQ^*,\qquad V_{2,-2}=-2q .
\]
The denominators are \(\varepsilon_1-\varepsilon_0=\Delta=(5-\sqrt5)/2\) and \(\varepsilon_1-\varepsilon_{\pm2}=-\sqrt5\).

- \(q^2\), through \(k=0\): \(a^2/\Delta=(3+\sqrt5)/(5-\sqrt5)=1+2/\sqrt5\).
- \(Q^*q^*\), through \(k=2\) and \(k=-2\): each path gives \(ab/(-\sqrt5)\), in total \(-2/\sqrt5\).
- \(Q^{*2}q\): the paths \(1\to0\to2\to-1\) and \(1\to-2\to0\to-1\) each give \((-a^2b)/(-\sqrt5\Delta)=a/(\sqrt5\Delta)\). Since \(\sqrt5\Delta=5b=5/a\), together they give \(2a^2/5\). The path \(1\to-2\to2\to-1\) gives \(-2a^2/5\). The sum is zero.
- \(Q^{*4}\), through \(1\to-2\to0\to2\to-1\): \(a^2b^2/(5\Delta)=(1+1/\sqrt5)/10\).

Degenerate perturbation theory also has terms with a direct step inside the pair. The step \(1\to-1\) brings an unstarred \(Q\), which is absent from the last two products. A step \(-1\to1\) would need a second-order link on each side, hence at least five factors. These terms do not change the coefficients above.

**Response of the \(e_1'\) pattern.** Put \(q=ge^{-2i\phi}\) with \(g\) real; this phase aligns the linear force with \(q\). Then
\[
W=e^{i\phi}\Big[2R-\frac{2}{\sqrt5}Rg+e^{-5i\phi}\Big\{\Big(1+\frac2{\sqrt5}\Big)g^2+\frac{1+1/\sqrt5}{10}R^4\Big\}+\dots\Big],
\]
where the dots are real terms without \(\phi\). The leading energy containing \(g\) is \(+\tfrac{2}{\sqrt5}Rg+5\kappa g^2\), so
\[
g=-\frac{R}{5\sqrt5\,\kappa}=-\frac{1}{25\sqrt5\,\kappa^2}.
\]
This confirms \(q\sim\kappa^{-2}\). The modulus \(|W|\) takes the real part of the bracket to this order, since the imaginary part enters squared. Phase-dependent terms in the mean level, such as \(Q^5\) or \(q^2Q^*\), begin at \(\kappa^{-5}\). The ripple is therefore \(-B\cos5\phi\), with
\[
\frac{B}{t_0}=\frac{1+2/\sqrt5}{3125\,\kappa^4}+\frac{1+1/\sqrt5}{6250\,\kappa^4}=\frac{3+\sqrt5}{6250\,\kappa^4}.
\]
Since \(B>0\), the five minima have one longest bond and the five saddles one shortest bond. Relative to the linear depth \(t_0/(5\kappa)\), the height \(2B\) is \((3+\sqrt5)/(625\kappa^3)\). The cube of \(\kappa\) and the small prefactor make the trough nearly flat even at moderate stiffness.

Full relaxation at \(\kappa=200\) and 400, extrapolated to infinite \(\kappa\), gave \(B\kappa^4/t_0=8.3777\times10^{-4}\), which agrees with the formula to the digits shown. The same calculation gave \(c=0.78695\), again in agreement.

## 7. A worked case

Take the round values \(t_0=2.5\) eV, \(\alpha=45\) eV/nm and \(K=4000\) eV/nm². Then
\[
\kappa=\frac{4000\times2.5}{45^2}=4.94,\qquad
E_{\rm JT}=\frac{45^2}{5\times4000}=0.101\ {\rm eV}\;(9.8\ {\rm kJ/mol}),
\]
and the linear bond amplitude is \(2\times45/(5\times4000)=0.0045\) nm.

The second-order correction lowers the stiffness by \(0.787\times810=637\) eV/nm² and raises the depth to 0.1204 eV. Relaxing all bonds without expansion gives 0.1202 eV. The linear formula is thus about 16% below the relaxed depth, and the softening of Section 5 accounts for the difference to within about 1% of it.

At the minimum \(\phi=0\), bond 2 is longer by 0.0055 nm, its two neighbours are shorter by 0.0043 nm, and the other two are longer by 0.0016 nm. At the saddle \(\phi=\pi\) the signs are reversed, with slightly different sizes.

The ripple from saddle to minimum is \(8.5\times10^{-6}\) eV, or \(7\times10^{-5}\) of the relaxed depth. The leading formula gives \(7.0\times10^{-6}\) eV, 17% below the full value, as may happen at a \(\kappa\) of only 5. The curvatures at the minimum show the same shape: in the variables \(s_j\) and units of \(t_0\), one is 0.0018 and the other four run from 4.06 to 4.94.

## 8. When the nuclei move

A trough in the energy does not by itself mean that the nuclei follow a circular path. Let each CH group move as one mass \(m=13.02\) u. Two bonds that share an atom are coupled kinetically by \(\cos108^\circ/m=-\cos\theta/m\). The inverse mass of the \(e_2'\) stretch, with free angles, is
\[
\frac1m\left(2-2\cos\theta\cos2\theta\right)=\frac{5}{2m},
\]
because \(\cos\theta\cos2\theta=-1/4\). The vibrational quantum \(\hbar\sqrt{5K/(2m)}\) is 0.179 eV, larger than the linear depth of 0.101 eV.

Diagonalizing the linear vibronic problem, with both electronic sheets and both \(e_2'\) coordinates, puts the ground level 0.128 eV above the trough bottom. That is 0.027 eV above the energy of the regular ring. With the softened stiffness of Section 5 the level lies about 0.009 eV below that energy instead, so its position alone does not settle the question. The probability density of the nuclei does: at the regular ring it is 84% of its maximum in the linear problem and still 70% with the softening. In this example the nuclei are not confined to the trough, and the picture of a classical circular path fails. The first vibronic gap is 0.105 eV (0.087 eV with the softening), compared with \(k_BT=0.043\) eV at 500 K. The ripple is about four orders of magnitude smaller than either, so it does not hold the radical in one of the five minima.

## 9. Beside the real radical

Cyclopentadienyl precursors for vapour deposition can release the free radical when a metal–ring bond breaks homolytically; 500 K is a rough temperature for such use. The parameters above are of the rough size used for conjugated carbon rings and are not fitted to this radical. A depth of order 0.1 eV is reasonable for it, but the model fixes no more than that order: the changes tried below move the relaxed depth from 0.12 eV to as much as 0.22 eV.

The model leaves out electron repulsion, whose effect on the depth can be checked. With an on-site repulsion of 5 eV, and with \(t_0\), \(\alpha\) and \(K\) held fixed, complete diagonalization of the five-site model raises the linear force by a factor of 1.15. The linear depth scales as the square of the force and becomes 0.135 eV. The force stays independent of \(\phi\) within numerical precision, so in this model repulsion changes the depth and leaves the lowest-order flatness intact. When all bonds relax with this repulsion, the depth is 0.159 eV and the ripple is \(1.2\times10^{-4}\) eV. Angle stiffness, longer-range repulsion and anharmonic sigma bonds are not included.

The size of the ripple is less secure than the depth. Repulsion has just raised it about fourteenfold, and the form of the coupling matters as much. Without repulsion, replacing \(t_0-\alpha u_j\) by \(t_0e^{-\alpha u_j/t_0}\), with the same slope and the same \(K\), raises the ripple from \(8.5\times10^{-6}\) to \(2.1\times10^{-4}\) eV, and the relaxed depth from 0.120 to 0.171 eV. With both changes together the ripple is \(2.3\times10^{-3}\) eV and the depth is 0.222 eV averaged over the trough (0.223 eV at a minimum). The ripple is then still only about 1% of the depth, but the formula for \(B\) belongs to linear coupling without repulsion and should not be used to predict the ripple of the real radical.

The flatness is far more sensitive to a loss of fivefold symmetry. Suppose a substituent or a surface shifts the orbital energy of atom 0 by \(h\). Since \(\langle-1|0\rangle\langle0|1\rangle=1/5\), where the inner \(|0\rangle\) is the atomic orbital, the pair element becomes \(\sqrt{2/5}\,\alpha\rho\,e^{i\phi}+h/5\). For small \(|h|\) its modulus adds
\[
-\frac h5\cos\phi
\]
to the energy. This is first order in \(h\) and has one minimum per circuit. A shift of 0.1 eV gives a variation of \(2h/5=0.04\) eV at this order, and 0.034 eV when all bonds relax with the parameters of Section 7. This is comparable to \(k_BT\) at 500 K and thousands of times the ripple found in Section 7. The nearly flat trough thus depends on the fivefold symmetry of the ring.

## Computed values

```
coupling t0 = 2.50 eV
coupling slope alpha = 45.0 eV/nm
sigma stiffness K = 4000 eV/nm^2
dimensionless stiffness kappa = 4.9383
mean pi bond order = 0.58541
sigma length minus ring length = 0.01317 nm
linear trough radius rho0 = 0.00712 nm
linear bond amplitude = 0.00450 nm
linear trough depth = 0.10125 eV
linear trough depth = 9.77 kJ/mol
depth with second-order softening = 0.12044 eV
fully relaxed mean depth = 0.12021 eV
bond changes j=0..4, phi=0: +0.00159 -0.00427 +0.00546 -0.00427 +0.00159 nm
energy at phi=0 = -0.12021176 eV
bond changes j=0..4, phi=pi: -0.00170 +0.00436 -0.00523 +0.00436 -0.00170 nm
energy at phi=pi = -0.12020327 eV
full ripple, top to bottom = 8.496e-06 eV
leading ripple formula, top to bottom = 7.044e-06 eV
ripple / relaxed depth = 7.068e-05
softening c: numeric 0.786945, formula 0.786950
B*kappa^4/t0: numeric 8.377734e-04
B*kappa^4/t0: formula 8.377709e-04
Hessian eigenvalues / t0 in s: 0.00184 4.06308 4.21586 4.85681 4.93827
orbital overlap product on one circuit = -0.8827
CH mass = 13.02 u
inverse mass factor of stretch = 2.5000 / m_CH
vibrational quantum = 0.17918 eV
linear depth / vibrational quantum = 0.5651
vibronic ground level above trough = 0.12807 eV
vibronic ground level above D5h point = 0.02682 eV
first vibronic gap = 0.10488 eV
temperature = 500 K
thermal energy kT = 0.04309 eV
on-site repulsion in check = 5.00 eV
linear force with / without repulsion = 1.1536
linear depth with repulsion = 0.13474 eV
relative phase spread of that force = 7.18e-11
```
